# Capture number of point islands on a line

## Question

Immobile islands of negligible length lie on a line with mean density $N$ (islands per length). Adatoms arrive uniformly at rate $F$ per length and time, diffuse with constant $D$, and stick irreversibly to the first island they touch. Detachment and desorption are neglected, as is adatom-adatom loss except where it is restored. The adatom density is quasi-steady, with mean $\bar n$ per length. The capture number $\sigma$ is defined by

$$\text{capture rate per island}=D\sigma\bar n .$$

**(a)** Write the global balance of adatoms. Why does it not fix $\sigma$?

**(b)** Treat one island explicitly and replace all others by a uniform sink of the same capture number. Find $\sigma$, the screening length $\xi$ and $\bar n$.

**(c)** Confirm $\xi$ from the probability that an adatom landing at distance $x$ reaches the chosen island.

**(d)** Find $\sigma$ for equally spaced islands, and locate the origin of any difference from (b).

**(e)** Find $\sigma$ for fixed islands with an arbitrary distribution of gaps $s$. Bound it, and evaluate it for randomly placed islands and for the gap density $4N^2s\,e^{-2Ns}$.

**(f)** Restore adatom-adatom loss in the mean-field treatment, letting an adatom capture like a point island.

**(g)** Let islands nucleate when two adatoms meet in a gap before either reaches its ends. Show that a gap splits at a rate proportional to $s^4$. Random splitting by this rule gives $N^3\langle s^3\rangle=1.64$; what is $\sigma$?

**(h)** Copper adatoms in the channels of a Pd(110) surface diffuse mainly along the channels. Take as rough values an in-channel barrier of 0.50 eV, a cross-channel barrier of 0.75 eV, a chain bond of 0.30 eV, an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and a site spacing of 0.275 nm. The temperature is 260 K, the deposition rate $3\times10^{-4}$ monolayer per second, the coverage 0.10 and the mean island spacing 20 nm. Evaluate the results and judge the approximations.

## Model answers

### (a) Global balance

Every deposited adatom ends at an island. Per unit length, arrivals equal captures:

$$F=D\sigma N\bar n .$$

Since $\bar n$ has dimension 1/length and $D$ has length²/time, $\sigma$ has dimension 1/length. The balance contains two unknowns, $\sigma$ and $\bar n$. Any $\sigma>0$ satisfies it with $\bar n=F/(D\sigma N)$, so a second relation must come from the diffusion problem.

### (b) Mean-field closure

Put the chosen island at $x=0$. The smeared islands remove adatoms at the local rate $D\sigma N\,n(x)$, so

$$D n''-\frac{D}{\xi^2}n+F=0,\qquad \xi^{-2}=\sigma N,\qquad n(0)=0 .$$

For $x>0$ the general solution is

$$n=\frac{F\xi^2}{D}+A e^{-x/\xi}+B e^{x/\xi}.$$

The constant term equals $F/(D\sigma N)$, which is $\bar n$ by part (a). Boundedness requires $B=0$, and $n(0)=0$ then gives $A=-\bar n$. By symmetry,

$$n(x)=\bar n\left(1-e^{-|x|/\xi}\right).$$

The slope at $x=0^+$ is $\bar n/\xi$, so a current $D\bar n/\xi$ enters from each side. Equating the total to the definition of $\sigma$,

$$\frac{2D\bar n}{\xi}=D\sigma\bar n\quad\Rightarrow\quad \sigma=\frac2\xi=2\sqrt{\sigma N}.$$

Squaring gives $\sigma^2=4\sigma N$. The root $\sigma=0$ means no capture and has no finite steady density. The other root is

$$\boxed{\sigma=4N},\qquad \xi=\frac1{\sqrt{\sigma N}}=\frac1{2N},\qquad \bar n=\frac{F}{4DN^2}.$$

The closure identifies the mean density with the plateau far from the chosen island. This is an approximation: real neighbours are discrete traps, not a uniform sink.

### (c) Capture zone

Let $p(x)$ be the probability that an adatom at $x$ reaches the chosen island. Unbiased diffusion leaves $p$ unchanged on average, while absorption by the smeared sink replaces it by zero. Hence

$$Dp''-\frac{D}{\xi^2}p=0,\qquad p(0)=1,\qquad p(\infty)=0,$$

and $p=e^{-|x|/\xi}$. The island therefore receives

$$F\int_{-\infty}^{\infty}e^{-|x|/\xi}\,dx=2F\xi .$$

All islands are equivalent in the mean field, so each must receive $F/N$. This gives $\xi=1/(2N)$, and $\sigma=1/(N\xi^2)=4N$ as before. The capture zone has effective length $1/N$ but no sharp edge.

### (d) Equal spacing

Between neighbours a distance $L=1/N$ apart there is no sink, so $Dn''+F=0$ with $n(0)=n(L)=0$. Integrating twice and applying both conditions,

$$n=\frac{F}{2D}x(L-x),$$

$$\bar n=\frac1L\int_0^L n\,dx=\frac{F}{2DL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{FL^2}{12D}.$$

Each island receives $FL/2$ from either side, $FL$ in all. Thus

$$\sigma=\frac{FL}{D\bar n}=\frac{12}{L}=12N .$$

At the same $N$, $F$ and $D$, the capture rate per island is $F/N$ in both treatments, and the slope at the island is $F/(2DN)$ in both. The factor of three lies entirely in $\bar n$.

The curvature shows how it arises. In the periodic gap $n''=-F/D$ throughout, so the slope falls to zero at $L/2$, where $n=F/(8DN^2)$. In the mean field $n''=-(F/D)e^{-x/\xi}$. The curvature fades with distance, and the density climbs to $F/(4DN^2)$, twice the periodic maximum and three times the periodic mean.

### (e) Arbitrary gaps

Fixed islands separate the line into independent gaps. By the integral in (d), a gap of length $s$ holds $Fs^3/(12D)$ adatoms. There are $N$ gaps per unit length, so

$$\bar n=\frac{NF\langle s^3\rangle}{12D},\qquad
\sigma=\frac{F}{DN\bar n}=\frac{12N}{N^3\langle s^3\rangle}.$$

With $m=\langle s\rangle=1/N$,

$$s^3-m^3-3m^2(s-m)=(s-m)^2(s+2m)\ge0 .$$

Averaging removes the linear term and gives $\langle s^3\rangle\ge m^3$. Hence $\sigma\le12N$, with equality when all gaps are equal. Unequal spacing lowers $\sigma$ because long gaps hold disproportionately many adatoms.

Randomly placed islands have gap density $Ne^{-Ns}$, so $\langle s^3\rangle=3!/N^3$ and $\sigma=2N$. For the density $4N^2se^{-2Ns}$,

$$\langle s\rangle=4N^2\frac{2!}{(2N)^3}=\frac1N,\qquad
\langle s^3\rangle=4N^2\frac{4!}{(2N)^5}=\frac{3}{N^3},$$

and $\sigma=4N$. This arrangement reproduces the mean-field number, but the closure does not imply it. In particular, $4N$ is not the result for random positions.

As a test, lattice diffusion was solved among traps with 3000 gaps of mean length 200 sites, taken at evenly spaced quantiles of each distribution. It gave $\sigma/N=2.012$ and $4.010$. Both agree to within 0.1% with the gap formula evaluated for the sampled third moments.

### (f) Adatom-adatom loss

Two adatoms approach each other with relative diffusion constant $2D$, and there are $\bar n^2/2$ pairs per squared length. If an adatom captures like a point island, meetings occur at rate $(2D)\sigma\bar n^2/2=D\sigma\bar n^2$ per length. Each meeting removes two adatoms, so

$$F=D\sigma\bar n(N+2\bar n),\qquad \xi^{-2}=\sigma(N+2\bar n).$$

The second relation treats the background density met by an adatom as $\bar n$. The profile keeps its form, so $\sigma=2/\xi$ still holds. Squaring,

$$\sigma^2=4\sigma(N+2\bar n)\quad\Rightarrow\quad\sigma=4(N+2\bar n).$$

The result $4N$ thus requires $2\bar n\ll N$. It fails early in deposition, when adatoms outnumber islands.

### (g) A grown arrangement

Let $\rho(x_1,x_2)$ be the density of adatom pairs in a gap, with $x_1<x_2$. A pair forms when one adatom lands while another is present, so

$$D\left(\partial_1^2+\partial_2^2\right)\rho+F\,[n(x_1)+n(x_2)]=0,$$

with $\rho=0$ at the gap ends and at $x_1=x_2$. Three or more adatoms in one gap are neglected. Since $n\propto Fs^2/D$, the equation gives $\rho\propto F^2s^4/D^2$. The current onto the line $x_1=x_2$ is of order $D\rho/s$. Multiplied by the length of that line, of order $s$, it gives

$$\text{splitting rate}\propto D\rho\propto\frac{F^2s^4}{D}.$$

The distribution of the current along the line gives the place of nucleation.

For the stated moment, $\sigma=12N/1.64=7.3N$. The moment is a sampled value, uncertain in its last digit; the late-stage limit lies close to 1.65, which also gives $7.3N$. In this model the grown arrangement is more regular than the mean-field number suggests, but less regular than a periodic array.

Gaps whose splitting time is much shorter than the elapsed time $t$ have mostly split. Once the starting gap is forgotten, the splitting rate and $t$ set a single length, so typical gaps scale as $s\propto(D/F^2t)^{1/4}$. Both this law and the stated moment are late-stage limits, approached when adatoms have become few compared with islands. The splitting model lets the first, very long gaps split almost at once, whereas real adatoms must first accumulate. A simulation of the splitting model gave a factor of 1.999 in $N$ for a 16-fold longer deposition, against 2 from the law. Since the simulation assumes the $s^4$ rate, this shows only that the starting gap no longer matters.

### (h) Copper in Pd(110) channels

**Main results.** The thermal energy is 0.02241 eV, and the hop rate in each direction is

$$\Gamma=10^{13}\,e^{-0.50/0.02241}\ \mathrm{s^{-1}}\approx2.03\times10^3\ \mathrm{s^{-1}}.$$

For equal hop rates to either side $D=\Gamma a^2$, so $D=2033\times0.275^2\approx154\ \mathrm{nm^2/s}$. With $N=1/20=0.050\ \mathrm{nm^{-1}}$,

$$\sigma=4N=0.20\ \mathrm{nm^{-1}}=0.020\ \text{Å}^{-1},\qquad \xi=\frac{1}{2N}=10\ \mathrm{nm}.$$

The periodic value is $0.60\ \mathrm{nm^{-1}}$, or $0.060\ \text{Å}^{-1}$. The mean-field adatom lifetime is

$$\tau=\frac1{D\sigma N}=\frac1{153.7\times0.20\times0.050}\ \mathrm{s}\approx0.65\ \mathrm{s}.$$

The adatom density is then $3\times10^{-4}\times0.65\approx2.0\times10^{-4}$ per site, against $0.65\times10^{-4}$ for the periodic array.

**Neglected effects at 20 nm spacing.**

- In the mean-field treatment of (f), adatom-adatom loss raises $\sigma$ by 2.7%.
- An adatom makes 0.038 cross-channel hops per mean-field lifetime, so the one-dimensional picture is fair with these barriers. Exchange between channels drains the long gaps, where adatoms live longest. It raises $\sigma$ by about 6% for the gap density $4N^2se^{-2Ns}$ and by a little under a fifth for randomly placed islands.
- Balance between detachment and reattachment at a chain end leaves a density $e^{-0.30/0.02241}$ per site there, 0.8% of the mean-field density.
- The lifetime is 0.2% of the deposition time, which supports the quasi-steady assumption.
- Islands cover a fraction 0.10 of the line. If $\bar n$ refers to the free length and landings on islands are ignored, the island density per free length is $N/(1-0.10)$, and the mean-field $\sigma$ rises by 11%. For other arrangements $\sigma$ may rise or fall, depending on how island lengths are related to the gaps.

**The real case.** The barriers are rough. An error of 0.05 eV in the in-channel barrier changes $D$, and inversely $\bar n$, by a factor of about $e^{0.05/0.02241}\approx9$. At fixed $N$ it leaves the formula $\sigma=4N$ unchanged, but not the corrections to it. If the in-channel barrier is higher by 0.05 eV, an adatom makes about 0.35 cross-channel hops per lifetime and adatom-adatom loss raises $\sigma$ by nearly a fifth. The one-dimensional picture rests on the assumed barrier difference of 0.25 eV: a difference of 0.15 eV would give about 3 cross-channel hops per lifetime, and the results above would no longer apply.

The 20 nm spacing was chosen; the nucleation model of (g) predicts about 32 nm for the same input values, which is short, by a tenth or so, because the model skips the early accumulation of adatoms; at these input values $N$ still grows faster than $t^{1/4}$. At that spacing $\tau\propto N^{-2}$ grows 2.5 times, giving about 0.1 cross-channel hops per lifetime. The leading correction $2\bar n/N\propto N^{-3}$ grows about fourfold, to roughly a tenth.

The nucleation model also assumes that a dimer, once formed, lasts. At 20 nm spacing the gross break-up rate of a dimer, $2\Gamma e^{-0.30/0.02241}$, is 0.29 of the rate at which adatoms reach an island, $0.022\ \mathrm{s^{-1}}$. "Gross" means that immediate re-meeting is not subtracted. In a one-dimensional channel the separated atoms nearly always meet again: their chance of escaping each other is of the order of the site spacing divided by the distance to the nearest island, here a few percent at typical meeting sites and more close to an island. Net break-up is therefore rare, though the atoms may meet again at a different site. This can shift where islands form, but it does not enter the derivation of $\sigma$ at given $N$.

For $\sigma$ at given $N$, the arrangement of islands matters most among the effects sized here. At the same 20 nm spacing, the grown arrangement of (g) would give $\sigma\approx7.3\times0.050\approx0.37\ \mathrm{nm^{-1}}$, nearly twice the mean-field value. The numerical output below lists the values used.

## Numbers as computed

```
TESTS IN REDUCED UNITS
sigma/N, mean-field root search: 4.0000
capture-zone length times N: 1.0000
sigma/N, equal gaps, lattice: 12.000
sigma/N, random islands, lattice: 2.012
sigma/N, gamma gaps of shape 2, lattice: 4.010
meeting-rate exponent in gap length: 4.008
density ratio for 16 times the exposure: 1.999
N^3<s^3>, grown arrangement: 1.64
sigma/N, grown arrangement: 7.3
EXAMPLE INPUTS (material values rough)
temperature: 260 K
in-channel barrier: 0.50 eV
cross-channel barrier: 0.75 eV
chain bond: 0.30 eV
attempt rate: 1e+13 1/s
site spacing: 0.275 nm
deposition rate: 3.0e-04 monolayer/s
coverage: 0.10
mean island spacing: 20.0 nm
EXAMPLE RESULTS
thermal energy: 0.02241 eV
hop rate per direction: 2.033e+03 1/s
diffusion constant: 153.7 nm^2/s
island density N: 0.0500 1/nm
screening length: 10.00 nm
sigma, mean field: 0.200 1/nm = 0.0200 1/angstrom
sigma, periodic: 0.600 1/nm = 0.0600 1/angstrom
adatom lifetime, mean field: 0.650 s
adatoms per site, mean field: 1.951e-04
adatoms per site, periodic: 6.505e-05
arrivals per island: 0.0218 1/s
spacing from nucleation model: 31.6 nm
NEGLECTED EFFECTS
sigma rise from adatom-adatom loss: 2.7 %
cross-channel hops per adatom lifetime: 0.038
edge equilibrium density / mean density: 0.0078
gross dimer break-up rate / arrival rate: 0.29
sigma rise from finite island length: 11.1 %
adatom lifetime / deposition time: 1.95e-03
```
